# Franz two-band and parabolic decay constants in a wide-gap barrier: test program

```python
# Result under test: at depth E below the conduction edge of an insulator
# with gap Eg, the two-band (Franz) decay constant is
#     kappa_F = sqrt(2 m E (1 - E/Eg)) / hbar,
# smaller than the parabolic kappa_p = sqrt(2 m E) / hbar by the factor
# sqrt(1 - E/Eg), if both laws use the same band-edge mass m.
# Amplitudes decay as exp(-kappa x). Energies in eV, lengths in nm,
# masses in electron masses; the conduction edge is the zero of energy.
# The decay is measured on driven finite chains, not taken from the formulas.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

HBAR2_OVER_ME = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
GAP = 9.0
DEPTH = 3.1
MASS = 0.5
THICKNESS = 2.0
SPACING = 0.005      # distance between chain sites, nm
SITES = 1200         # chain length 6 nm


def kappa_parabolic(depth, mass):
    return np.sqrt(2 * mass * depth / HBAR2_OVER_ME)


def kappa_franz(depth, mass):
    return np.sqrt(2 * mass * depth * (1 - depth / GAP) / HBAR2_OVER_ME)


def coupling(mass):
    """Interband coupling P in eV nm for a given band-edge mass."""
    return np.sqrt(HBAR2_OVER_ME * GAP / (2 * mass))


def driven_chain(site_energies, hopping, energy):
    """Solve (energy - H) psi = source, with the source on the first site."""
    bands = np.zeros((3, SITES))
    bands[0, 1:] = -hopping
    bands[1] = energy - site_energies
    bands[2, :-1] = -hopping
    source = np.zeros(SITES)
    source[0] = 1.0
    return solve_banded((1, 1), bands, source)


def two_band_wave(depth, mass):
    site_energies = np.where(np.arange(SITES) % 2 == 0, 0.0, -GAP)
    return driven_chain(site_energies, coupling(mass) / (2 * SPACING), -depth)


def one_band_wave(depth, mass):
    scale = HBAR2_OVER_ME / (2 * mass * SPACING**2)
    return driven_chain(np.full(SITES, 2 * scale), -scale, -depth)


def log_drop(wave, start, stop):
    """ln |psi(start)/psi(stop)|, positions in nm, on even sites."""
    first, last = round(start / SPACING), round(stop / SPACING)
    return np.log(abs(wave[first] / wave[last]))


def measured_kappa(wave):
    return log_drop(wave, 1.0, 2.0)


def curvature_mass(mass):
    """Mass from the curvature of the diagonalized upper Bloch band."""
    hopping = coupling(mass) / (2 * SPACING)

    def upper_band(q):
        mixing = 2 * hopping * np.sin(q * SPACING)
        return np.linalg.eigvalsh([[0.0, mixing], [mixing, -GAP]])[-1]

    step = 0.05
    second = (upper_band(step) - 2 * upper_band(0.0)
              + upper_band(-step)) / step**2
    return HBAR2_OVER_ME / second


# Band-edge mass that belongs to the interband coupling
mass_found = curvature_mass(MASS)
assert abs(mass_found / MASS - 1) < 1e-4

# Franz law across the gap; the finite spacing leaves errors near 1e-4
depths = np.array([0.5, 3.1, 4.5, 5.9, 8.5])
chain_kappas = np.array([measured_kappa(two_band_wave(d, MASS))
                         for d in depths])
assert np.allclose(chain_kappas, kappa_franz(depths, MASS), rtol=5e-4)
assert np.argmax(chain_kappas) == 2          # greatest at midgap

# Parabolic law from the one-band chain
kp = kappa_parabolic(DEPTH, MASS)
kf = kappa_franz(DEPTH, MASS)
kp_chain = measured_kappa(one_band_wave(DEPTH, MASS))
kf_chain = measured_kappa(two_band_wave(DEPTH, MASS))
assert abs(kp_chain / kp - 1) < 5e-4

# Ratio of the decay constants, for two different masses
ratio = np.sqrt(1 - DEPTH / GAP)
ratio_chain = kf_chain / kp_chain
OTHER_MASS = 0.3
ratio_other = (measured_kappa(two_band_wave(DEPTH, OTHER_MASS))
               / measured_kappa(one_band_wave(DEPTH, OTHER_MASS)))
assert abs(ratio_chain - ratio) < 5e-4
assert abs(ratio_other - ratio) < 5e-4
assert abs(100 * (1 - ratio_chain) - 19) < 0.5

# Density factor across the barrier, read directly from the waves
factor_p = np.exp(-2 * kp * THICKNESS)
factor_f = np.exp(-2 * kf * THICKNESS)
gain = factor_f / factor_p
drop_p = log_drop(one_band_wave(DEPTH, MASS), 1.0, 1.0 + THICKNESS)
drop_f = log_drop(two_band_wave(DEPTH, MASS), 1.0, 1.0 + THICKNESS)
gain_chain = np.exp(2 * (drop_p - drop_f))
assert abs(gain_chain / gain - 1) < 0.01

# Parabolic mass fitted at one depth: right there, wrong at another depth
SHALLOW = 1.0
fitted_mass = MASS * (1 - DEPTH / GAP)
fit_here = measured_kappa(one_band_wave(DEPTH, fitted_mass)) / kf_chain
fit_shallow = (measured_kappa(one_band_wave(SHALLOW, fitted_mass))
               / measured_kappa(two_band_wave(SHALLOW, MASS)))
assert abs(fit_here - 1) < 5e-4
assert fit_shallow < 0.95

print(f"gap Eg = {GAP:.1f} eV")
print(f"depth below conduction edge E = {DEPTH:.1f} eV")
print(f"band-edge mass m = {MASS:.2f} electron masses")
print(f"barrier thickness L = {THICKNESS:.1f} nm")
print(f"hbar^2/m_e = {HBAR2_OVER_ME:.6f} eV nm^2")
print(f"interband coupling P = {coupling(MASS):.4f} eV nm")
print(f"mass from band curvature = {mass_found:.5f} electron masses")
print(f"E/Eg = {DEPTH / GAP:.4f}")
print(f"1 - E/Eg = {1 - DEPTH / GAP:.4f}")
print(f"parabolic kappa, formula = {kp:.4f} nm^-1")
print(f"parabolic kappa, chain = {kp_chain:.4f} nm^-1")
print(f"Franz kappa, formula = {kf:.4f} nm^-1")
print(f"Franz kappa, chain = {kf_chain:.4f} nm^-1")
print(f"ratio Franz/parabolic, formula = {ratio:.4f}")
print(f"ratio, chains, m = {MASS:.2f}: {ratio_chain:.4f}")
print(f"ratio, chains, m = {OTHER_MASS:.2f}: {ratio_other:.4f}")
print(f"fall of decay constant = {100 * (1 - ratio):.2f} percent")
print(f"first-order estimate of fall = {50 * DEPTH / GAP:.2f} percent")
print(f"exponent 2 kappa L, parabolic = {2 * kp * THICKNESS:.3f}")
print(f"exponent 2 kappa L, Franz = {2 * kf * THICKNESS:.3f}")
print(f"density factor, parabolic = {factor_p:.3e}")
print(f"density factor, Franz = {factor_f:.3e}")
print(f"quotient of density factors, formula = {gain:.1f}")
print(f"quotient of density factors, chains = {gain_chain:.1f}")
print("depth (eV); kappa in nm^-1: Franz, two-band chain, parabolic")
for d, k_chain in zip(depths, chain_kappas):
    print(f"  {d:.1f}  {kappa_franz(d, MASS):.4f}  {k_chain:.4f}"
          f"  {kappa_parabolic(d, MASS):.4f}")
print(f"parabolic mass fitted at {DEPTH:.1f} eV = "
      f"{fitted_mass:.4f} electron masses")
print(f"fitted parabola / two-band kappa at {DEPTH:.1f} eV, chains = "
      f"{fit_here:.4f}")
print(f"fitted parabola / two-band kappa at {SHALLOW:.1f} eV, chains = "
      f"{fit_shallow:.4f}")
print("verified")
```

Output:

```
gap Eg = 9.0 eV
depth below conduction edge E = 3.1 eV
band-edge mass m = 0.50 electron masses
barrier thickness L = 2.0 nm
hbar^2/m_e = 0.076200 eV nm^2
interband coupling P = 0.8281 eV nm
mass from band curvature = 0.50001 electron masses
E/Eg = 0.3444
1 - E/Eg = 0.6556
parabolic kappa, formula = 6.3783 nm^-1
parabolic kappa, chain = 6.3780 nm^-1
Franz kappa, formula = 5.1643 nm^-1
Franz kappa, chain = 5.1637 nm^-1
ratio Franz/parabolic, formula = 0.8097
ratio, chains, m = 0.50: 0.8096
ratio, chains, m = 0.30: 0.8096
fall of decay constant = 19.03 percent
first-order estimate of fall = 17.22 percent
exponent 2 kappa L, parabolic = 25.513
exponent 2 kappa L, Franz = 20.657
density factor, parabolic = 8.313e-12
density factor, Franz = 1.068e-09
quotient of density factors, formula = 128.5
quotient of density factors, chains = 128.7
depth (eV); kappa in nm^-1: Franz, two-band chain, parabolic
  0.5  2.4894  2.4893  2.5616
  3.1  5.1643  5.1637  6.3783
  4.5  5.4339  5.4333  7.6848
  5.9  5.1643  5.1637  8.7993
  8.5  2.4894  2.4893  10.5617
parabolic mass fitted at 3.1 eV = 0.3278 electron masses
fitted parabola / two-band kappa at 3.1 eV, chains = 1.0001
fitted parabola / two-band kappa at 1.0 eV, chains = 0.8588
verified
```
